Toroidal moment of a ferroelectric disk with azimuthal polarization

**Problem**

A flat ferroelectric disk has radius R and thickness h. Its polarization circles the disk axis with the same magnitude P everywhere. In cylindrical coordinates (ρ, φ, z), with the z axis along the disk axis,

P(r) = P e_φ, with P > 0.

Seen from +z, the polarization runs counterclockwise. The net dipole moment of such a vortex is zero, so another quantity is needed to measure its strength and sense of rotation. The toroidal moment per volume serves this purpose. It is defined here as

g = (1/2V) ∫ r × P dV, V = πR²h.

The factor 1/2 and the division by V are conventions. The total toroidal moment is G = gV.

(a) Estimate g by scaling. (b) Calculate it exactly. (c) Does it depend on the choice of origin? (d) Evaluate it for P = 60 μC/cm², R = 10 nm and h = 4 nm, and judge how far the ideal vortex can be trusted for a real disk of this size.

**First estimate by scaling**

The integrand is a length times a polarization, and dividing by V removes the volume. Circulation about the axis is measured by the lever arm ρ, so the relevant length is R. The thickness adds more layers of the same kind, which raises G but not the average. Hence

g ≈ (1/2) P × (typical distance from the axis).

Taking R/2 as the typical distance gives g ≈ PR/4. Putting all the material at the rim would give PR/2, which is too large because no part of the disk lies farther out than R.

For the numbers, the unit of the product PR is needed. Since 1 μC/cm² = 10⁻² C/m²,

1 μC/cm² × 1 nm = 10⁻¹¹ C/m = 0.01 nC/m.

With PR = 600 μC/cm² × nm, the estimate PR/4 is 1.5 nC/m, and the rim value PR/2 is 3.0 nC/m.

**Exact solution**

Place the origin on the axis, at the bottom face of the disk. The position vector is

r = ρ e_ρ + z e_z.

The unit vectors form a right-handed set, so e_ρ × e_φ = e_z and e_z × e_φ = −e_ρ. Therefore

r × P = ρP e_z − zP e_ρ.

The second term is not zero at a given point, but e_ρ = (cos φ, sin φ, 0) integrates to zero over a full turn at fixed ρ and z. It drops out even though z is nowhere negative with this origin. What remains is

g = (P/2)⟨ρ⟩ e_z,

where ⟨ρ⟩ is the volume average of the distance from the axis. With dV = ρ dρ dφ dz,

⟨ρ⟩ = (1/πR²h) ∫₀ʰ dz ∫₀^{2π} dφ ∫₀ᴿ ρ · ρ dρ

= (1/πR²h) · h · 2π · R³/3

= 2R/3.

Inserting this gives

g = (PR/3) e_z.

Reversing the circulation changes P e_φ to −P e_φ and reverses g. The total moment is

G = gV = (πPR³h/3) e_z.

The polarization has no defined direction on the axis itself. This does not affect the integral, because the axis has no volume and the integrand stays bounded.

For the given disk, ⟨ρ⟩ = 6.67 nm and

g = (60 × 10/3) × 0.01 nC/m = 2.00 nC/m.

Dividing by the elementary charge expresses this as 12.5 e/nm. The volume is 1257 nm³, so G is about 1.57 × 10⁴ e nm². As a check on the angular and radial integrals, the defining vector integral was also summed directly over a Cartesian grid of points in this disk. It gave 2.000 nC/m, in agreement with PR/3 within the accuracy of the grid.

**Comparison of the two**

Scaling finds the dependence on P and R, and the independence of h. Its coefficient, 1/4, is 25% below the exact 1/3. The difference comes from the area weight. A ring of width dρ has area 2πρ dρ, so outer rings hold more material than inner ones, and the mean distance is 2R/3 instead of R/2.

The rim value PR/2 is the correct answer to a different problem. Let the disk have a central hole of radius b, and let V be the volume of the remaining material. Then

⟨ρ⟩ = (2/3)(R³ − b³)/(R² − b²) = (2/3)(R² + Rb + b²)/(R + b),

where a common factor R − b has been cancelled. For b = 0 this returns 2R/3. As b approaches R it tends to (2/3)(3R²/2R) = R, so a thin ring has g = PR/2. The full disk lies below this value because part of its material has a short lever arm.

**Dependence on the origin**

Move the origin to the point c. Positions become r − c, and

g′ = g − (1/2) c × ⟨P⟩,

where ⟨P⟩ is the volume average of P. In the full disk ⟨P⟩ = 0, because e_φ = (−sin φ, cos φ, 0) averages to zero over a full turn. The toroidal moment of the disk is therefore independent of the origin.

The half disk y > 0 shows that this condition matters. Here φ runs from 0 to π, and the average of sin φ is 2/π while that of cos φ is zero. Thus

⟨P⟩ = −(2P/π) e_x,

which is −38.2 μC/cm² along x. About the original origin, g_z is still PR/3, since the mean of ρ is the same for both halves. After the shift,

(c × ⟨P⟩)_z = c_x⟨P_y⟩ − c_y⟨P_x⟩ = 2Pc_y/π,

g′_z = PR/3 − Pc_y/π.

For c = (3, 2, 0) nm the correction is 60 × 2/π × 0.01 = 0.38 nC/m, and g_z falls from 2.00 to 1.62 nC/m. For a body with net polarization, the components of g perpendicular to ⟨P⟩ have no definite meaning until the origin is stated. Only the component along ⟨P⟩ is independent of it, and only shifts parallel to ⟨P⟩ leave g unchanged.

**Why the polarization closes on itself, and what that costs**

Bound charge has volume density −div P and surface density P·n, where n is the outward normal. For the vortex,

div P = (1/ρ) ∂P_φ/∂φ = 0 for ρ > 0.

The normal is e_ρ on the rim and ±e_z on the flat faces, and both are perpendicular to e_φ. The ideal vortex therefore has no bound charge and creates no depolarizing field.

The price is a rapid change of direction near the axis. Moving through an angle dφ at radius ρ covers a distance ρ dφ and turns P by the same angle, so the polarization changes at the rate P/ρ per unit length. In a model whose gradient energy density is proportional to the square of this rate, the energy per thickness contains

∫ (P²/ρ²) 2πρ dρ = 2πP² ∫ dρ/ρ,

which diverges logarithmically at ρ = 0. Such a model requires a core in which the constant-magnitude, in-plane pattern gives way.

To size the effect on g, let the magnitude rise linearly as Pρ/a inside a core of radius a. For any azimuthal magnitude P(ρ), the definition becomes

g_z = (1/R²) ∫₀ᴿ P(ρ) ρ² dρ.

The core lowers this by

(P/R²) ∫₀ᵃ (1 − ρ/a) ρ² dρ = (P/R²)(a³/3 − a³/4) = Pa³/(12R²).

Relative to PR/3, the loss is a³/(4R³). With a = 1 nm it is 1/4000, or 0.025%. A core that ends at ρ = a matters for the energy but hardly for g, because it is small in volume and has a short lever arm: even with no polarization inside it the loss is only a³/R³, or 0.1%. The figure depends on the profile, however. If the magnitude recovers slowly, as Pρ/√(ρ² + a²), whose deficit falls only as 1/ρ², the loss for a = 1 nm is 1.3%, still well below the two corrections that follow.

**An upper bound and two larger corrections**

At every point (r × P)_z = ρP_φ, and P_φ cannot exceed the magnitude of the polarization. With the origin on the axis, no pattern in the disk whose magnitude is at most P can have g_z above PR/3. The ideal vortex reaches this bound. Weakening the polarization or turning it away from e_φ in any finite part of the disk lowers g_z.

The first correction is a rim layer of thickness d that carries no polarization. With V kept as the volume of the whole disk, the integral stops at R − d:

g_z = (P/R²)(R − d)³/3 = (PR/3)(1 − d/R)³.

For d = 0.4 nm, the assumed edge of one unit cell, the factor is 0.96³ = 0.885. The loss is 11.5%, far more than that of the core, because the rim has both the most area per width and the longest lever arm.

The second correction comes from crystal anisotropy. In a tetragonal ferroelectric the polarization prefers the crystal axes. In the limit of strong preference, the vortex becomes four uniform quadrants separated by sharp 90° walls. In the quadrant −π/4 < φ < π/4 the polarization is P e_y, so

(r × P)_z = xP = ρP cos φ.

The other quadrants give the same contribution by rotation. Compared with the smooth vortex, g is multiplied by the angular average

(2/π) ∫ cos φ dφ from −π/4 to π/4 = (4/π) sin(π/4) = 2√2/π = 0.900.

This is a loss of 10.0%. The walls carry no bound charge: at φ = π/4 the polarization changes from P e_y to −P e_x, and both have the component P/√2 along the wall normal (−1, 1, 0)/√2. The round rim is charged, however, since P·e_ρ = P sin φ there. Its density reaches 42.4 μC/cm² in magnitude near the walls. This charge is costly. Unscreened and with vacuum permittivity, it produces fields in the midplane of about 10 MV/cm at ρ = 5 nm and about 65 to 210 MV/cm at ρ = 9.5 nm. Even divided by a background permittivity of order 10, these are several to tens of MV/cm near the rim. The four-domain state is thus a limiting case that a round disk can hold up to its edge only if the rim charge is largely screened, and it is used here only to size the effect of anisotropy.

The rim factor comes from the radial integral and the domain factor from the angular one, so they multiply:

g_z = 2.00 × 0.885 × 0.900 = 1.59 nC/m.

Together they remove about 20% of the ideal value.

**Reading the result for a real disk**

The parameters are rough values in the regime of tetragonal lead zirconate titanate, whose polarization is some tens of μC/cm². The unpolarized rim of one cell is an assumption, and a damaged edge could be thicker. Heating also lowers P. With a rough pyroelectric coefficient of 0.03 μC/(cm² K) in size, taken as constant, a rise of 50 K removes 1.5 μC/cm². At fixed radius and pattern, g falls by the same fraction, 2.5%. Replacing the continuum by one dipole per unit cell changes g by +0.3% when a cell corner lies on the axis and the average is taken over the cells whose centres fall inside the disk. The size and sign of this change depend on how the lattice is placed and how the edge cells are counted. If only cells lying wholly inside the disk are kept, while V remains the volume of the full disk, g falls by 7.8% for this placement, and by about 6.5 to 8.4% as the lattice is shifted. That way of counting leaves part of the edge without polarization, so it acts much like the rim layer above. Of the assumptions examined here, full polarization up to the edge and a smoothly turning direction therefore affect g most. For this disk 2.0 nC/m is the ideal value, and 1.6 nC/m is what remains with the assumed rim and fully developed domains, the latter requiring a screened edge. Neither number shows that a vortex will form: that depends on the balance of electrostatic, gradient, anisotropy and elastic energies, and on how far charges at the surfaces screen the polarization. The numerical output below lists the separate contributions. Its label "slip" marks the rim value PR/2 and the scaling estimate PR/4, neither of which is the exact value for the full disk.

Numbers as computed

```
INPUTS (rough values, lead zirconate titanate regime)
polarization P                     60.0 uC/cm2
radius R                           10.0 nm
thickness h                        4.0 nm
unit cell edge                     0.4 nm
core radius                        1.0 nm
unpolarized rim                    0.4 nm
pyroelectric coefficient (size)    0.03 uC/(cm2 K)
temperature rise                   50 K
IDEAL VORTEX
mean distance from axis            6.667 nm
g = PR/3                           2.000 nC/m
g = PR/3, converted                12.48 e/nm
g from grid, z component           2.0000 nC/m
slip PR/2                          3.000 nC/m
slip PR/4                          1.500 nC/m
disk volume                        1256.6 nm3
total moment gV                    15687 e nm2
CHANGE OF ORIGIN
shift along x, y                   3.0, 2.0 nm
full disk, shifted, grid           2.0000 nC/m
half disk, mean P_x, grid          -38.20 uC/cm2
half disk, unshifted, grid         2.000 nC/m
half disk, shifted, grid           1.618 nC/m
half disk, shifted, formula        1.618 nC/m
NEGLECTED EFFECTS
core loss                          0.025 %
rim loss                           11.5 %
four-domain loss                   10.0 %
heating loss                       2.5 %
change from discrete cells         +0.31 %
g with rim layer                   1.769 nC/m
g with four domains                1.801 nC/m
g with both                        1.593 nC/m
g with both, grid                  1.594 nC/m
largest four-domain rim charge     42.4 uC/cm2
```
